# Surface plane of a first-order {111} twin in regrown (001) silicon: test program

```python
# Result under test: a first-order {111} twin in regrown (001) silicon has a
# {221} plane parallel to the wafer surface.
# Symbols: n = wafer normal [001]; m = normal of the {111} twin plane;
# R v = v - 2 (v.m) m/(m.m) = reflection; a = cubic lattice constant.
# Atomic coordinates are in units of a unless a name ends in _nm.
import itertools
import math
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.spatial.distance import cdist
from scipy.spatial.transform import Rotation


def primitive(v):
    """Divide an integer vector by its greatest common divisor."""
    v = np.array(v, dtype=int)
    return v // math.gcd(*[abs(int(c)) for c in v])


def reflect_indices(v, m):
    """Reflect integer indices v in the {111} plane m, clear the factor 1/3."""
    v, m = np.array(v), np.array(m)
    return primitive(3 * v - 2 * int(v @ m) * m)


def family(v):
    return tuple(sorted((abs(int(c)) for c in v), reverse=True))


def angle_deg(u, v):
    u, v = np.array(u, float), np.array(v, float)
    c = u @ v / np.linalg.norm(u) / np.linalg.norm(v)
    return math.degrees(math.acos(np.clip(c, -1, 1)))


def surface_indices_from_lattice(twin_axes):
    """Find twin lattice vectors lying in the wafer surface; cross two."""
    flat = []
    for uvw in itertools.product(range(-2, 3), repeat=3):
        if any(uvw) and abs((twin_axes @ np.array(uvw))[2]) < 1e-9:
            flat.append(np.array(uvw))
    for second in flat[1:]:
        normal = np.cross(flat[0], second)
        if np.any(normal):
            assert all(normal @ w == 0 for w in flat)
            return primitive(normal)
    raise AssertionError("no surface plane found")


n = np.array([0, 0, 1])
m = np.array([1, 1, 1])
twin_planes = [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]

# Surface indices: reflected normal against lattice vectors of a rotated crystal
print("Surface indices in the twin, for each twin plane:")
for plane in twin_planes:
    reflected = reflect_indices(n, plane)
    unit = np.array(plane) / math.sqrt(3)
    half_turn = Rotation.from_rotvec(math.pi * unit).as_matrix()
    sixty_turn = Rotation.from_rotvec(math.pi / 3 * unit).as_matrix()
    found = surface_indices_from_lattice(half_turn)
    found_sixty = surface_indices_from_lattice(sixty_turn)
    assert np.all(np.cross(found, reflected) == 0)
    assert family(found) == family(found_sixty) == (2, 2, 1)
    print(f"  twin plane {plane}: reflected normal {reflected.tolist()}/3,"
          f" 60 deg turn {found_sixty.tolist()}")
surface = reflect_indices(n, m)

# Twinning twice
second_order = {p: family(reflect_indices(surface, p)) for p in twin_planes}
assert second_order[(1, 1, 1)] == (1, 0, 0)
assert {second_order[p] for p in twin_planes[1:]} == {(8, 4, 1), (7, 4, 4)}
print("Surface family after a second twinning (indices in falling order):")
for p, fam in second_order.items():
    print(f"  second twin plane {p}: {fam}")

# Explicit atoms: mirror halfway along a bond parallel to [111]
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
cells = np.array(list(itertools.product(range(-3, 4), repeat=3)))
crystal = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
mirror_sum = 3 / 8
seed = crystal[crystal.sum(axis=1) < mirror_sum]


def mirror(points):
    return points - 2 / 3 * (points.sum(axis=1) - mirror_sum)[:, None] * m


bicrystal = np.vstack([seed, mirror(seed)])
centre = np.full(3, 1 / 8)
inner = bicrystal[np.linalg.norm(bicrystal - centre, axis=1) < 1.2]
distances = cdist(inner, bicrystal)
bond = math.sqrt(3) / 4
neighbours = (np.abs(distances - bond) < 1e-8).sum(axis=1)
assert np.all(neighbours == 4)
assert distances[distances > 1e-8].min() > bond - 1e-8
print(f"Atoms checked around the twin boundary: {len(inner)}")
print(f"Neighbours at bond length, min and max: "
      f"{neighbours.min()}, {neighbours.max()}")

# Shared lattice sites over one full period of three cells
period = np.array(list(itertools.product(range(3), repeat=3)))
sites = (period[:, None, :] + fcc[None, :, :]).reshape(-1, 3)
doubled = 2 * (sites - 2 / 3 * sites.sum(axis=1)[:, None] * m)
rounded = np.rint(doubled)
shared = (np.all(np.abs(doubled - rounded) < 1e-8, axis=1)
          & (rounded.sum(axis=1) % 2 == 0))
assert 3 * shared.sum() == len(sites)
print(f"Lattice sites shared by seed and twin: {shared.sum()} of {len(sites)}")


def layer_spacing(points):
    heights = np.unique(np.round(points[:, 2], 8))
    gaps = np.diff(heights[np.abs(heights) < 0.6])
    assert np.ptp(gaps) < 1e-7
    return gaps.mean()


seed_gap = layer_spacing(crystal)
twin_gap = layer_spacing(mirror(crystal))
assert abs(seed_gap - 1 / 4) < 1e-7 and abs(twin_gap - 1 / 12) < 1e-7

# Angles, from a search over all equivalent axes
cube_axes = [s * e for e in np.eye(3) for s in (1, -1)]
body_axes = list(itertools.product((1, -1), repeat=3))
boundary_angle = angle_deg(n, m)
to_cube = min(angle_deg(surface, v) for v in cube_axes)
to_body = min(angle_deg(surface, v) for v in body_axes)
assert abs(to_cube - math.degrees(math.acos(2 / 3))) < 1e-8
assert abs(to_body - math.degrees(math.acos(5 / (3 * math.sqrt(3))))) < 1e-8
print(f"Angle between twin plane and surface: {boundary_angle:.2f} deg")
print(f"Surface normal to nearest twin cube axis: {to_cube:.2f} deg")
print(f"Surface normal to nearest twin <111> axis: {to_body:.2f} deg")

# Diffraction orders of the surface plane, spherical atoms of unit strength
a_nm = constants.value("lattice parameter of silicon") * 1e9
strength = []
for order in range(1, 5):
    hkl = order * surface
    strength.append(abs(np.exp(2j * np.pi * (basis @ hkl)).sum()))
    print(f"Structure factor of {hkl.tolist()}: {strength[-1]:.3f} per cell")
assert max(strength[:3]) < 1e-10 and abs(strength[3] - 8) < 1e-10
d_allowed_nm = a_nm / np.linalg.norm(4 * surface)
wavelength_nm = 0.154
assert d_allowed_nm < wavelength_nm / 2
print(f"Spacing of first allowed order: {d_allowed_nm:.4f} nm")
print(f"Rough Cu K-alpha wavelength: {wavelength_nm:.3f} nm; "
      f"half of it: {wavelength_nm / 2:.3f} nm")

# Worked example: lamella in a regrown layer
depth_nm, double_layers = 100.0, 32
thickness_nm = double_layers * a_nm / math.sqrt(3)
unit_m = m / math.sqrt(3)
across = np.array([1, 1, 0]) / math.sqrt(2)


def crossing(offset_nm, height_nm):
    """Position along [110] where a twin boundary meets a given height."""
    return brentq(lambda x: unit_m @ (x * across + height_nm * n) - offset_nm,
                  -1000, 1000)


strip_nm = crossing(thickness_nm, 0) - crossing(0, 0)
shift_nm = abs(crossing(0, -depth_nm) - crossing(0, 0))
theta = math.radians(boundary_angle)
assert abs(strip_nm - thickness_nm / math.sin(theta)) < 1e-7
assert abs(shift_nm - depth_nm / math.tan(theta)) < 1e-7
print(f"Lattice constant: {a_nm:.4f} nm")
print(f"Layer spacing along wafer normal, seed: {seed_gap * a_nm:.4f} nm")
print(f"Layer spacing along wafer normal, twin: {twin_gap * a_nm:.4f} nm")
print(f"Regrown layer: {depth_nm:.0f} nm; lamella: {double_layers} double layers")
print(f"Lamella thickness: {thickness_nm:.2f} nm")
print(f"Width of the {{221}} strip at the surface: {strip_nm:.2f} nm")
print(f"Sideways shift of the strip across the layer: {shift_nm:.1f} nm")

# Neglected effects, with rough inputs
miscut_deg = 0.5
tilt_axis = np.array([1, -1, 0]) / math.sqrt(2)
departures, widths = [], []
for sign in (1, -1):
    turn = Rotation.from_rotvec(sign * math.radians(miscut_deg) * tilt_axis)
    tilted = turn.apply(n.astype(float))
    in_twin = tilted - 2 / 3 * (tilted @ m) * m
    departures.append(angle_deg(in_twin, surface))
    widths.append(thickness_nm / np.linalg.norm(np.cross(tilted, unit_m)))
width_change = max(abs(w / strip_nm - 1) for w in widths)
assert np.allclose(departures, miscut_deg, atol=1e-6)
print(f"Rough miscut: {miscut_deg} deg; departure from {{221}}: "
      f"{max(departures):.2f} deg; strip width change: {100*width_change:.2f} %")

strain = 1e-3


def plane_tilt(plane, axis):
    """Turn of a plane normal when the crystal stretches along one cube axis."""
    stretch = np.eye(3)
    stretch[axis, axis] += strain
    return angle_deg(np.linalg.inv(stretch).T @ plane, plane)


print(f"Rough tetragonal strain: {100 * strain:.1f} %; tilt of twin plane: "
      f"{plane_tilt(m, 2):.3f} deg")
surface_tilt = max(plane_tilt(surface, k) for k in range(3))
assert surface_tilt < math.degrees(strain)
print(f"Largest tilt of {{221}} for this strain on a twin cube axis: "
      f"{surface_tilt:.3f} deg")
expansion_per_K, regrowth_C, room_C = 4e-6, 600.0, 20.0
growth = expansion_per_K * (regrowth_C - room_C)
print(f"Rough expansion coefficient: {expansion_per_K:.0e} 1/K; "
      f"length change {room_C:.0f} to {regrowth_C:.0f} C: {100*growth:.2f} %")

print("success")
```

Output:

```
Surface indices in the twin, for each twin plane:
  twin plane (1, 1, 1): reflected normal [-2, -2, 1]/3, 60 deg turn [1, -2, -2]
  twin plane (-1, 1, 1): reflected normal [2, -2, 1]/3, 60 deg turn [2, 1, -2]
  twin plane (1, -1, 1): reflected normal [-2, 2, 1]/3, 60 deg turn [-2, -1, -2]
  twin plane (1, 1, -1): reflected normal [2, 2, 1]/3, 60 deg turn [2, -1, -2]
Surface family after a second twinning (indices in falling order):
  second twin plane (1, 1, 1): (1, 0, 0)
  second twin plane (-1, 1, 1): (8, 4, 1)
  second twin plane (1, -1, 1): (8, 4, 1)
  second twin plane (1, 1, -1): (7, 4, 4)
Atoms checked around the twin boundary: 56
Neighbours at bond length, min and max: 4, 4
Lattice sites shared by seed and twin: 36 of 108
Angle between twin plane and surface: 54.74 deg
Surface normal to nearest twin cube axis: 48.19 deg
Surface normal to nearest twin <111> axis: 15.79 deg
Structure factor of [-2, -2, 1]: 0.000 per cell
Structure factor of [-4, -4, 2]: 0.000 per cell
Structure factor of [-6, -6, 3]: 0.000 per cell
Structure factor of [-8, -8, 4]: 8.000 per cell
Spacing of first allowed order: 0.0453 nm
Rough Cu K-alpha wavelength: 0.154 nm; half of it: 0.077 nm
Lattice constant: 0.5431 nm
Layer spacing along wafer normal, seed: 0.1358 nm
Layer spacing along wafer normal, twin: 0.0453 nm
Regrown layer: 100 nm; lamella: 32 double layers
Lamella thickness: 10.03 nm
Width of the {221} strip at the surface: 12.29 nm
Sideways shift of the strip across the layer: 70.7 nm
Rough miscut: 0.5 deg; departure from {221}: 0.50 deg; strip width change: 0.62 %
Rough tetragonal strain: 0.1 %; tilt of twin plane: 0.027 deg
Largest tilt of {221} for this strain on a twin cube axis: 0.028 deg
Rough expansion coefficient: 4e-06 1/K; length change 20 to 600 C: 0.23 %
success
```
